# Second-harmonic intensity from a folded MoS2 monolayer

## Problem

A flat MoS2 monolayer has point group $D_{3h}$: a threefold axis along the normal, a horizontal mirror in the plane of the Mo atoms, and a vertical mirror through each armchair line. The sheet is folded by a half turn about a straight crease, so that a flat flap lies over the flat lower layer. A pump beam of angular frequency $\omega$ falls at normal incidence on the two-layer region, away from the curved edge, and the light emitted at $2\omega$ is collected along the normal. Let $\theta$ be the angle from the crease to an armchair direction.

Assume that each layer responds as an isolated monolayer, that both layers feel the same undepleted pump field, and that their emitted fields add with no propagation phase.

(a) Find the in-plane second-harmonic polarization of a monolayer whose armchair direction makes an angle $\alpha$ with the $x$ axis.

(b) Show that the second-harmonic intensity of the fold, summed over both output polarizations, is $4\cos^2(3\theta)$ times that of the monolayer, for any pump polarization.

(c) The pump is linearly polarized and an analyser is set parallel to it. Is the ratio still $4\cos^2(3\theta)$?

(d) Evaluate the ratio for $\theta=12^\circ$ and a pump wavelength of 800 nm. Estimate how far propagation phase, linear screening and interlayer coupling move it.

## Solution

### (a) One layer

Let $x$ lie along the crease and $z$ along the normal. Fields are complex amplitudes with time factor $e^{-i\omega t}$ for the pump and $e^{-2i\omega t}$ for the second harmonic. Define

$$E_\pm=E_x\pm iE_y,\qquad P_\pm=P_x\pm iP_y .$$

Since $E_x$ and $E_y$ may be complex, $E_-$ is in general not the conjugate of $E_+$.

Take first a layer with its armchair direction along $x$. The most general quadratic response to an in-plane field is

$$P_+=A\,E_-^2+B\,E_+E_-+C\,E_+^2 .$$

A rotation by $\beta$ multiplies $E_\pm$ and $P_\pm$ by $e^{\pm i\beta}$. The left side therefore gains $e^{i\beta}$, and the three terms on the right gain $e^{-2i\beta}$, $1$ and $e^{2i\beta}$. For the symmetry rotation $\beta=120^\circ$, $e^{3i\beta}=1$ gives $e^{-2i\beta}=e^{i\beta}$, so the first term is allowed. The other two factors differ from $e^{i\beta}$, so $B=C=0$. The same argument gives $P_-=A'E_+^2$. The vertical mirror $y\to-y$ exchanges the $+$ and $-$ components, so $A'=A$. Writing $\chi$ for this constant,

$$P_+=\chi E_-^2,\qquad P_-=\chi E_+^2 .$$

The horizontal mirror reverses $P_z$ but leaves an in-plane pump field unchanged, so $P_z=0$. In Cartesian form,

$$P_x=\frac{P_++P_-}{2}=\chi(E_x^2-E_y^2),\qquad P_y=\frac{P_+-P_-}{2i}=-2\chi E_xE_y .$$

Now turn the layer by $\alpha$. In axes fixed to the crystal the field components are $E'_\pm=e^{\mp i\alpha}E_\pm$, and the law just found holds there:

$$P'_+=\chi(E'_-)^2=\chi e^{2i\alpha}E_-^2 .$$

Returning to the fixed axes multiplies $P'_+$ by $e^{i\alpha}$. With the corresponding step for $P_-$,

$$P_+=\chi e^{3i\alpha}E_-^2,\qquad P_-=\chi e^{-3i\alpha}E_+^2. \tag{1}$$

The armchair line carries an arrow, say from Mo towards the projection of a neighbouring S atom. Reversing the arrow adds $180^\circ$ to $\alpha$ and changes the sign of $e^{3i\alpha}$. The same arrow must therefore be followed into the flap.

### (b) The fold

The lower layer has $\alpha=\theta$. Apart from a translation, folding carries the flap by the half turn

$$(x,y,z)\to(x,-y,-z).$$

This is the product of the mirrors $y\to-y$ and $z\to-z$. The second is a symmetry of the monolayer, so turning the layer upside down has no further effect on its in-plane response. The first takes the arrow $(\cos\theta,\sin\theta)$ to $(\cos\theta,-\sin\theta)$. The flap therefore has $\alpha=-\theta$, and the twist between the layers is $2\theta$.

Adding the polarizations from (1),

$$P_+^{\rm fold}=\chi\left(e^{3i\theta}+e^{-3i\theta}\right)E_-^2=2\chi\cos(3\theta)\,E_-^2,$$

$$P_-^{\rm fold}=\chi\left(e^{-3i\theta}+e^{3i\theta}\right)E_+^2=2\chi\cos(3\theta)\,E_+^2 .$$

A thin sheet radiates along its normal a field proportional to its in-plane polarization. The total intensity is therefore proportional to

$$|P_x|^2+|P_y|^2=\tfrac12\left(|P_+|^2+|P_-|^2\right),$$

because the cross terms cancel when $|P_x+iP_y|^2$ and $|P_x-iP_y|^2$ are added. For the monolayer this equals $\tfrac12|\chi|^2(|E_-|^4+|E_+|^4)$. For the fold both terms carry the same factor $4\cos^2(3\theta)$. Hence

$$\boxed{\frac{I_{\rm fold}}{I_{\rm mono}}=4\cos^2(3\theta)} \tag{2}$$

for linear, circular or elliptical pump polarization.

For a crease along an armchair line, $\theta=0$: the two polarizations are equal, the field doubles and the intensity is four times that of one layer. For a crease along a zigzag line, $\theta=30^\circ$: the polarizations are opposite and cancel. At $\theta=15^\circ$ the ratio is 2, the value for two sources whose intensities simply add. The ratio is unchanged by $\theta\to-\theta$ and by $\theta\to\theta+60^\circ$, so a measured ratio fixes $\theta$ only up to these operations.

The zero of the zigzag fold has a deeper origin than the neglect of coupling. Inversion sends the arrow at $30^\circ$ to $210^\circ$. By threefold symmetry this is equivalent to $-30^\circ$, the direction in the flap. The flap is thus the inverted lower layer displaced by some vector $\mathbf t$, and inversion about the point $\mathbf t/2$ exchanges the two layers. This holds wherever the crease cuts the lattice. For rigid flat layers, interlayer coupling keeps this inversion centre and so cannot produce an electric-dipole second harmonic.

### (c) With a parallel analyser

Let the linear pump have unit amplitude at angle $\phi$ to the crease, so that $E_\pm=e^{\pm i\phi}$. The component of $\mathbf P$ along the pump is

$$P_\parallel=P_x\cos\phi+P_y\sin\phi=\tfrac12\left(P_+e^{-i\phi}+P_-e^{i\phi}\right).$$

For the lower layer alone, (1) gives

$$P_\parallel=\tfrac{\chi}{2}\left(e^{3i(\theta-\phi)}+e^{-3i(\theta-\phi)}\right)=\chi\cos[3(\phi-\theta)],$$

and for the fold

$$P_\parallel^{\rm fold}=2\chi\cos(3\theta)\cos(3\phi).$$

The ratio of intensities at a common $\phi$ is therefore

$$\frac{I_\parallel^{\rm fold}}{I_\parallel^{\rm mono}}=4\cos^2(3\theta)\,\frac{\cos^2(3\phi)}{\cos^2[3(\phi-\theta)]},$$

which in general is not (2). With the pump along the crease, $\phi=0$, it equals 4 whenever $\cos(3\theta)\neq0$, and so says nothing about $\theta$. With the pump along the lower armchair direction, $\phi=\theta$, it equals $4\cos^4(3\theta)$. For $\theta=12^\circ$ it grows without bound as $\phi$ approaches $42^\circ$, a node of the monolayer pattern. The result (2) is recovered by summing both output polarizations, by comparing the maxima of the two patterns, each taken at its own best $\phi$, or at special pump angles such as $\phi=\theta/2$, where the two cosines are equal.

### (d) Numbers and neglected effects

**Ideal ratio.** The pump photon has 1.550 eV and the second-harmonic photon 3.100 eV. For $\theta=12^\circ$ the twist is $24^\circ$, and

$$4\cos^2(36^\circ)=4(0.8090)^2=2.618 .$$

The slope $d(4\cos^23\theta)/d\theta=-12\sin(6\theta)$ per radian is $-0.199$ per degree here. An error of one degree in the crease angle thus changes the ratio by about 0.20, or 8% of its value. With the parallel analyser the ratio would be 4.00 for $\phi=0$ and 1.71 for $\phi=\theta$.

The estimates below use rough typical values for MoS2 and a free-standing sheet.

**Propagation phase.** Let the layers be a distance $d=0.65$ nm apart in vacuum, with the light collected in reflection, and let $k=2\pi/\lambda$. At the farther layer the pump has an extra phase $kd$, which the quadratic response doubles to $2kd$. The second harmonic, of wavenumber $2k$, gains another $2kd$ on its way back. The total is

$$\delta=4kd=\frac{8\pi d}{\lambda}=\frac{8\pi(0.65)}{800}=0.0204\ \text{rad}.$$

If the flap is the farther layer, the factor $4\cos^2(3\theta)$ becomes $|e^{3i\theta}+e^{-3i\theta+i\delta}|^2=2+2\cos(6\theta-\delta)$ for $P_+$ and $2+2\cos(6\theta+\delta)$ for $P_-$. A linear pump has $|E_+|=|E_-|$, so the total is their mean:

$$\frac{I_{\rm fold}}{I_{\rm mono}}=2+2\cos(6\theta)\cos\delta .$$

At $12^\circ$ this is 2.6179 instead of 2.6180. The zigzag fold no longer gives zero but $2-2\cos\delta\simeq\delta^2=4.2\times10^{-4}$ of the monolayer intensity.

**Linear screening.** Each layer also responds linearly, and its current radiates a field that adds to the incident one. For a sheet of thickness $d$ and relative permittivity $\varepsilon$, with vacuum wavenumber $q$ at the frequency concerned, the radiated field at the sheet is $-sE$, where

$$s=-\tfrac{i}{2}qd(\varepsilon-1).$$

For $N$ layers at negligible spacing, $E=E_0-NsE$, so $E=E_0/(1+Ns)$. The emitted second-harmonic field is reduced in the same way by its own $s$. Let $s_1$ belong to the pump and $s_2$ to the second harmonic. The pump field enters the second-harmonic intensity as a fourth power, so (2) is multiplied by

$$S=\left|\frac{1+s_1}{1+2s_1}\right|^4\left|\frac{1+s_2}{1+2s_2}\right|^2 .$$

With $\varepsilon=20$ at the pump and $10+18i$ at the second harmonic, $s_1=-0.0485i$ and $s_2=0.0919-0.0459i$. The two factors are 0.986 and 0.847, so $S=0.835$ and the ratio falls to $0.835\times2.618=2.19$. Most of the reduction comes from the second-harmonic frequency, where one layer absorbs $2\,\mathrm{Re}\,s_2/|1+s_2|^2=15\%$ of the light.

To keep spacing and screening together, place the layers at $z_1=0$ and $z_2=d$ and solve the linear equations

$$E_j=e^{ikz_j}-s_1\sum_l e^{ik|z_j-z_l|}E_l,\qquad F_j=\sum_l e^{2ik|z_j-z_l|}(Q_l-s_2F_l).$$

Here $F_j$ is the second-harmonic field at layer $j$ and $Q_l=E_l^2e^{\pm3i\alpha_l}$ is its source, for the two circular components in turn. The reflected amplitude is $\sum_l e^{2ikz_l}(Q_l-s_2F_l)$. The numerical solution gives a ratio of 2.18 at $12^\circ$. Inserting this in (2) would yield an apparent angle of $14.1^\circ$, an error of $2.1^\circ$. These digits depend on the rough permittivity: a second-harmonic value of $5+25i$ gives 2.08 and $14.6^\circ$, and $15+12i$ gives 2.28 and $13.7^\circ$. The zigzag residue stays at $4.2\times10^{-4}$: screening weakens the bright folds but hardly disturbs the cancellation. This value belongs to a free-standing sheet seen in reflection. In transmission the residue is about $3\times10^{-6}$, and in reflection on a thick substrate of index 1.46 it is about $9\times10^{-4}$.

**Interlayer coupling.** Suppose that one resonance at $E_r=2.90$ eV, with half width $\Gamma=0.15$ eV, dominates $\chi$, and that coupling lowers it by 0.03 eV in both layers without changing its strength. Since $|\chi|^2\propto1/[(E_r-2\hbar\omega)^2+\Gamma^2]$, the fold's intensity is multiplied by

$$\frac{0.20^2+0.15^2}{0.23^2+0.15^2}=0.83 .$$

This is an estimate of scale: with the same half width, shifts of 0.01 and 0.06 eV would give 0.94 and 0.69. The factor also depends on wavelength, and it exceeds one if the shift brings the resonance closer to $2\hbar\omega$.

**Comparison with a real fold.** With an 800 nm pump the second harmonic lies close to a strong absorption band of MoS2. There the assumption of independent, unscreened layers needs care. Screening and the resonance shift each lower the ratio by about 17% in these models, while for a linear pump the propagation phase matters only near the zigzag zero. For a circular pump just one of the terms $2+2\cos(6\theta\mp\delta)$ survives, and the phase alone moves the ratio at $12^\circ$ by about 1.5%. Treated as independent, the two reductions together would give $2.18\times0.83\simeq1.8$. This is only a rough scale, because a shifted resonance also changes the permittivity that determines the screening. If all the absorption at $2\omega$ came from the same resonance and shifted with it, the result would be about 1.9. A substrate, strain near the crease and tight focusing are left out and could change the number further. In the screening model at negligible spacing, $S$ does not depend on $\theta$. At fixed wavelength it therefore cancels when two folds of different crease angle are compared with each other instead of with a monolayer. The coupling factor need not cancel, because folds of different crease angle have different stackings and their resonance shifts may differ.

All numerical values are calculated from the stated model.
